\section*{Where the silicon 3pns series passes from LS to jj coupling}

\section{Question}

In the Rydberg series $3p\,ns$ of silicon, the outer electron is tied to the $3p$ electron by exchange, which weakens as $n$ grows. The spin--orbit splitting of the Si$^+$ core stays fixed. The low members should therefore follow $LS$ coupling and the high members a scheme built on the core's own angular momentum. At which $n$ does the series pass from one to the other, how sharp is the passage, and how does its position scale with the two energies?

\section{The two competing energies}

Hartree atomic units are used, with small energies in millihartree (m$E_{\rm h}$). One configuration $3p\,ns$ is treated at a time. It has 12 states, and all energies below are relative to their common part, which includes the direct repulsion $F^0$.

\textbf{Exchange.} The exchange integral contains the product of an $s$ and a $p$ orbital, whose angular part is $Y_{00}Y_{1m}=Y_{1m}/\sqrt{4\pi}$. In the expansion
\begin{equation}
\frac1{r_{12}}=\sum_{k,q}\frac{4\pi}{2k+1}\frac{r_<^k}{r_>^{k+1}}\,Y_{kq}^*(1)Y_{kq}(2)
\end{equation}
this product selects $k=1$. The angular factor is $(4\pi/3)(1/4\pi)=1/3$ for each $m$, so the exchange integral is $G^1/3$ with
\begin{equation}
G^1=\int_0^\infty\!\!\int_0^\infty P_{3p}(r)P_{ns}(r)\,\frac{r_<}{r_>^2}\,P_{3p}(r')P_{ns}(r')\,dr\,dr' .
\label{G}
\end{equation}
Here $P(r)$ is $r$ times the radial function. The singlet has a symmetric spatial function and is raised by $G^1/3$; the triplet is lowered by the same amount. The quantity to compare with the core splitting is thus
\begin{equation}
X=E(^1P)-E(^3P)=\tfrac23G^1 .
\end{equation}

\textbf{Core splitting.} The $3p$ electron has the interaction $\zeta\,\mathbf l\cdot\mathbf s_1$. From $\mathbf l\cdot\mathbf s_1=\frac12[j(j+1)-2-\frac34]$, its energy is $\zeta/2$ for $j=3/2$ and $-\zeta$ for $j=1/2$. The splitting is $\Delta=\frac32\zeta$, and the two core levels lie at $\Delta/3$ and $-2\Delta/3$.

The outer electron has $l=0$ and no spin--orbit energy of its own. For the same reason $jj$ and $jK$ coupling coincide here: $\mathbf K$ is the sum of the core's $\mathbf j$ and the outer orbital angular momentum, so $K=j$. The name $jj$ is used below for both.

\section{What equality of the two energies means}

The levels $J=0$ and $J=2$ each occur once. They are $^3P_0$ and $^3P_2$ in one scheme, $(\frac12,\frac12)_0$ and $(\frac32,\frac12)_2$ in the other, and within this configuration they are pure in both:
\begin{equation}
E_0=-\frac X2-\frac{2\Delta}3,\qquad E_2=-\frac X2+\frac\Delta3 .
\end{equation}
The change of coupling concerns $J=1$, which occurs twice.

To relate the two $J=1$ bases, let $p$ be the weight of $j=3/2$ in $^1P_1$. In a spin singlet the mean of $\mathbf l\cdot\mathbf s_1$ vanishes, because the vector $\mathbf s_1$ has no matrix element between two $S=0$ states. Hence $p\,\zeta/2-(1-p)\,\zeta=0$, which gives $p=2/3$. With a suitable choice of phases,
\begin{equation}
|^1P_1\rangle=\sqrt{\tfrac23}\,|\tfrac32\rangle+\sqrt{\tfrac13}\,|\tfrac12\rangle .
\end{equation}
The Hamiltonian for $J=1$ is the triplet energy plus $X$ on the singlet, and the lower core energy plus $\Delta$ on $j=3/2$:
\begin{equation}
H=-\frac X2+X\,|^1P_1\rangle\langle^1P_1|-\frac{2\Delta}3+\Delta\,|\tfrac32\rangle\langle\tfrac32| .
\label{H}
\end{equation}
In the basis $|\frac32\rangle,|\frac12\rangle$ this is
\begin{equation}
H=\begin{pmatrix}\dfrac X6+\dfrac\Delta3&\dfrac{\sqrt2}3X\\[2mm]\dfrac{\sqrt2}3X&-\dfrac X6-\dfrac{2\Delta}3\end{pmatrix}.
\end{equation}
Half the trace is $-\Delta/6$. The square of the level separation $S$ is the squared difference of the diagonal elements plus four times the squared off-diagonal element:
\begin{align}
S^2&=\Big(\Delta+\frac X3\Big)^2+\frac{8X^2}9=X^2+\Delta^2+\frac23X\Delta,\\
E_{1\pm}&=-\frac\Delta6\pm\frac S2 .
\end{align}

The composition of the upper state follows from the rule that the derivative of an eigenvalue is the mean value of the derivative of $H$. By Eq.~(\ref{H}), $\partial H/\partial X=-\frac12+|^1P_1\rangle\langle^1P_1|$ and $\partial H/\partial\Delta=-\frac23+|\frac32\rangle\langle\frac32|$. Therefore
\begin{align}
w(^1P)&=\frac12+\frac12\frac{\partial S}{\partial X}=\frac12\left[1+\frac{X+\Delta/3}S\right],\label{wS}\\
w(\tfrac32)&=\frac23-\frac16+\frac12\frac{\partial S}{\partial\Delta}=\frac12\left[1+\frac{\Delta+X/3}S\right].\label{wj}
\end{align}
The lower state, being orthogonal, has the same two numbers as its weights of $^3P_1$ and $j=1/2$. Subtraction gives
\begin{equation}
w(^1P)-w(\tfrac32)=\frac{X-\Delta}{3S} .
\end{equation}
The two descriptions are equally good when $X=\Delta$ and at no other ratio. There $S^2=\frac83\Delta^2$, and both weights are
\begin{equation}
\frac12\left[1+\frac{4/3}{\sqrt{8/3}}\right]=\frac12\left[1+\sqrt{\tfrac23}\right]=0.908 .
\end{equation}
Equating exchange splitting and core splitting, which might look like a rough criterion, marks the midpoint of the passage in this model. At the midpoint either label still describes the state to 91 per cent.

The limits show how the pattern of levels changes.
\begin{itemize}
\item For $X\gg\Delta$, $S\approx X+\Delta/3$. The lower three levels $J=0,1,2$ have intervals $\Delta/3$ and $2\Delta/3$, the $1:2$ pattern of an $LS$ triplet, with the singlet far above.
\item For $X\ll\Delta$, $S\approx\Delta+X/3$. There are two pairs $\Delta$ apart: $J=0,1$ split by $X/3$, and $J=2,1$ split by $2X/3$.
\item At $X=\Delta$ the energies are $-1.17\Delta$, $-0.98\Delta$, $-0.17\Delta$ and $0.65\Delta$ for $J=0,1,2,1$.
\end{itemize}

\section{Why exchange falls as $n^{*-3}$}

Let $\varepsilon=-1/(2n^{*2})$ be the energy of the $ns$ electron relative to the $j$-averaged core, with $n^*=n-\delta$ and quantum defect $\delta$. Outside the core the orbital is approximately $P=A\,k^{-1/2}\sin\phi$, where $k=\sqrt{2(\varepsilon-V)}$ is the local wave number. Replacing $\sin^2\phi$ by its average $\frac12$, and neglecting the small part of the norm inside the core, gives
\begin{equation}
1=\frac{A^2}2\int\frac{dr}k .
\end{equation}
The integral follows from the quantization rule $\int k\,dr=\pi(n+\mathrm{const})$. Since $\partial k/\partial\varepsilon=1/k$, differentiation by $\varepsilon$ gives $\int dr/k=\pi\,dn/d\varepsilon$. For a nearly constant defect $d\varepsilon/dn=n^{*-3}$, so
\begin{equation}
\int\frac{dr}k=\pi n^{*3},\qquad A^2=\frac2{\pi n^{*3}} .
\end{equation}
Where the $3p$ orbital is appreciable, $|\varepsilon|$ is small compared with $|V|$ for the higher members, so these have nearly the same shape there and differ by the factor $A\propto n^{*-3/2}$. The $3p$ orbital confines both integrations in Eq.~(\ref{G}) to this region, and $P_{ns}$ enters twice. Hence
\begin{equation}
X\simeq\frac C{n^{*3}} .
\end{equation}
The constant has a spectroscopic meaning. A small change of defect changes the energy by $d\varepsilon=-d\delta/n^{*3}$, so $C$ is approximately the quantum defect of the triplet minus that of the singlet.

Setting $X=\Delta$ gives the answer in general form:
\begin{equation}
n_c^*=\left(\frac C\Delta\right)^{1/3},\qquad n_c=n_c^*+\delta .
\label{nc}
\end{equation}

\section{The size for silicon}

The two constants were computed without measured energies. The closed-shell core Si$^{2+}$ was solved in nonrelativistic Hartree--Fock on a radial finite-element grid, and the $3p$ orbital was found in the field of this frozen core. With only the nuclear attraction and the direct potential of the core included, its spin--orbit constant is
\begin{equation}
\zeta=\frac{\alpha^2}2\left\langle\frac1r\frac{dV}{dr}\right\rangle_{3p}=0.794\ \mathrm{m}E_{\rm h},
\end{equation}
where $\alpha$ is the fine-structure constant and $V$ is the nuclear attraction plus the direct potential of the core. This gives $\Delta=1.5\times0.794=1.191$ m$E_{\rm h}$, or 261 cm$^{-1}$.

The $ns$ orbitals were found in the field of the frozen core and the $3p$ electron, orthogonal to the core $s$ orbitals. Their exchange with $3p$ was averaged over the nine triplet and three singlet states, which gives the energy $[9(-\frac13)+3(\frac13)]G^1/12=-G^1/6$. Equation~(\ref{G}) then yields $X$, and Eqs.~(\ref{wS}) and (\ref{wj}) yield the weights in the upper $J=1$ state:

\begin{center}
\begin{tabular}{ccccccc}
$n$&$n^*$&$X$ (m$E_{\rm h}$)&$C=Xn^{*3}$&$X/\Delta$&$w(^1P)$&$w(\frac32)$\\ \hline
4&2.147&6.555&0.0649&5.51&0.994&0.740\\
5&3.172&1.804&0.0576&1.52&0.945&0.863\\
6&4.180&0.761&0.0555&0.64&0.859&0.948\\
7&5.184&0.392&0.0547&0.33&0.788&0.982\\
8&6.186&0.229&0.0542&0.19&0.744&0.993\\
10&8.188&0.098&0.0538&0.08&0.702&0.999
\end{tabular}
\end{center}

An estimate needs one member of the series. From $4s$, $C=0.006555\times2.147^3=0.0649$ hartree, and
\begin{equation}
n_c^*=\left(\frac{0.0649}{0.001191}\right)^{1/3}=(54.5)^{1/3}=3.79 .
\end{equation}
The defect $n-n^*$, interpolated between $5s$ and $6s$, is 1.82, so $n_c=5.6$. The passage lies between $5s$ and $6s$.

The whole computed series gives the same interval. Interpolating $\ln X$ linearly in $\ln n^*$ to the value $\Delta$ gives $n_c^*=3.62$ and $n_c=5.45$. The estimate from $4s$ is slightly high because $C$ is not quite constant: it falls by 17 per cent from $4s$ to $10s$. The inverse-cube law assumed a constant defect and an inner shape independent of $\varepsilon$, and both are least accurate for the most strongly bound member. The variation of the defect accounts for about a quarter of the fall. A fit of $\ln X$ against $\ln n^*$ from $7s$ to $10s$ has slope $-3.04$. The fall of $C$ belongs to the frozen-core model. The measured levels give $X\approx5.1$ m$E_{\rm h}$ and $C\approx0.045$ for $4s$, below the value of about 0.055 for $5s$, so an estimate from the measured $4s$ levels comes out low, near $n_c=5.1$. The measured $X/\Delta$ is about 1.4 for $5s$ and 0.5 to 0.6 for $6s$, which places the passage in the same interval.

These values of $X$ use one common orbital for singlet and triplet. If the two are solved separately, each with its own exchange energy, their energy difference replaces $X$ and the crossing moves to $n_c=5.41$. Within this frozen-core model, $n_c\approx5.4$ is a fair statement of the result. Letting the core relax in the presence of the $3p$ electron raises $\Delta$ to about 273 cm$^{-1}$ and lowers the crossing from 5.45 to about 5.38.

\section{How gradual the passage is}

The computed $n_c\approx5.4$ lies between two integers, so no member sits at the midpoint. The $5s$ level is the last that is closer to $LS$, and $6s$ the first that is closer to $jj$. Both are intermediate, with each label correct to between 86 and 95 per cent after rounding.

The approach to purity follows from $S^2-(X+\Delta/3)^2=\frac89\Delta^2$. For $X\gg\Delta$ this gives $(X+\Delta/3)/S\approx1-4\Delta^2/(9X^2)$; the other limit follows by exchanging $X$ and $\Delta$. With the approximate law $X/\Delta\simeq(n_c^*/n^*)^3$,
\begin{align}
1-w(^1P)&\approx\frac{2\Delta^2}{9X^2}=\frac29\left(\frac{n^*}{n_c^*}\right)^6&&(n^*\ll n_c^*),\\
1-w(\tfrac32)&\approx\frac{2X^2}{9\Delta^2}=\frac29\left(\frac{n_c^*}{n^*}\right)^6&&(n^*\gg n_c^*).
\end{align}
The sixth power belongs to the two ends of the passage. Around the midpoint the change is slower: between $5s$ and $6s$ the tabulated impurity of the $LS$ description grows roughly as $n^{*3.5}$, and that of the $jj$ description falls roughly as $n^{*-3.5}$. In the one-configuration model the impurity is 0.6 per cent in the $LS$ description of $4s$ and 0.7 per cent in the $jj$ description of $8s$; the limiting laws with $n_c^*=3.62$ give 1.0 and 0.9 per cent, so for these members they fix only the rough size. On the $jj$ side the law cannot be followed much further. Exchange also couples $j=1/2$ and $j=3/2$ levels of neighbouring $n$, with a mixed weight of a few parts in a thousand that grows as their spacing approaches $\Delta$ (last section). The tabulated $w(\frac32)$ of $8s$ and $10s$ omits this mixing. For $10s$ the omission matters: the $j=1/2$ level of $11s$ lies only about 0.3 m$E_{\rm h}$ above the $j=3/2$ level of $10s$, and a coupling of about $\sqrt2X/3\approx0.04$ m$E_{\rm h}$ then gives a mixed weight of the order of one per cent, well above the tabulated impurity of 0.1 per cent. Within the one-configuration model the unsuitable label never becomes worthless: its weight tends to $2/3$, the overlap found above. In the table $w(^1P)$ has come down to 0.702 at $10s$.

\section{Scaling and sensitivity}

Equation~(\ref{nc}) gives, for small changes,
\begin{equation}
\frac{dn_c^*}{n_c^*}=\frac13\left(\frac{dC}C-\frac{d\Delta}\Delta\right) .
\end{equation}
The cube root reduces the effect of errors in $C$ and $\Delta$. The measured core splitting is roughly 290 cm$^{-1}$, about a tenth above the computed one; using it would multiply $n_c^*$ by $(261/290)^{1/3}=0.97$ and lower the $4s$ estimate from 3.79 to 3.66. Halving $C$ would lower the $4s$ estimate from 3.79 to 3.01 and $n_c$ from 5.6 to about 4.8, so an error of that size would move the passage to between $4s$ and $5s$.

The same root shows when a series has no $LS$ part. If $\Delta$ were eight times larger with $C$ unchanged, $n_c^*$ would be halved to 1.90. This is below the value 2.15 of the first member, $4s$, so in the one-configuration model the whole series would lie on the $jj$ side.

\section{Where the estimate fails}

Treating one $n$ at a time requires that neighbouring members mix little. Their spacing is about $n^{*-3}$. By the scaling of the orbitals, the exchange coupling between neighbours is of order $C\,n^{*-3}$, so the mixing amplitude is of order $C\approx0.06$ and the mixed weight is a few parts in a thousand. The core spin--orbit term does not connect different $n$ when the $ns$ orbitals are orthogonal.

A second condition concerns the two core levels. At $n_c^*$ the spacing divided by $\Delta$ is $1/(n_c^{*3}\Delta)=1/C$, about 15 for the estimate from $4s$. The spacing shrinks to $\Delta$ at
\begin{equation}
n^*=\Delta^{-1/3}=9.4,
\end{equation}
which exceeds $n_c^*$ by the factor $C^{-1/3}\approx2.5$. This factor depends on $\Delta$ only through the slow variation of $C$ along the series. Around and above this point, levels of different $n$ belonging to the two core limits interleave. Two of them may nearly coincide, and then even a weak exchange coupling mixes $j=1/2$ with $j=3/2$. The series must then be treated as two coupled channels. The $10s$ entry, where $n^{*-3}$ is only $1.5\Delta$ and the distance to $11s$ is $1.3\Delta$, is already close to this region.

The calculation also leaves out the exchange and spin-other-orbit contributions of the core to $\zeta$, electron correlation, core polarization, the relaxation of the core and of $3p$, and mixing with $3s3p^3$ and $3p\,nd$. A level of another configuration lying near a member of the series could disturb $X$ locally, and the smooth law $C/n^{*3}$ would not describe that member. The cube root moderates a general error in $C$, but it gives no protection against such a local perturbation.
